# Differential equation for the two-centre exponential master integral and its James-Coolidge limit

## The integral

Two electrons move in the field of two clamped nuclei $A$ and $B$ a distance $R$ apart. A basis function is an exponential in the five distances $r_{1A},r_{1B},r_{2A},r_{2B},r_{12}$ times powers of them. A derivative with respect to an exponent inserts the corresponding distance, so integrals with higher powers descend from the one with all five powers equal to $-1$. In Hartree atomic units,

$$f(R)=R\,I(R),\qquad I=\int\!\frac{d^3r_1}{4\pi}\!\int\!\frac{d^3r_2}{4\pi}\,\frac{e^{-ar_{1A}-br_{1B}-pr_{2A}-qr_{2B}-cr_{12}}}{r_{1A}r_{1B}r_{2A}r_{2B}r_{12}},$$

with $a,b,p,q>0$ and $c\ge0$. In the variables $a,b=u\pm y$ and $p,q=w\pm x$, the Kolos-Wolniewicz case is $c=0$ and the James-Coolidge case is $c=x=y=0$. Below, $D=d/dR$, $\epsilon_\kappa=e^{-\kappa R}/R$, a hat denotes the Laplace transform in $R$, and $c>0$ until the limit is taken.

## Identities in momentum space

Since $d^3R/4\pi=R^2dR$ for a function of $|\mathbf R|$, the transform $g(t)=\hat f(t)=\int\frac{d^3R}{4\pi}\frac{e^{-tR}}{R}I$ adds a sixth factor of the same kind. The points $A,B,1,2$ form a tetrahedron with $e^{-mr}/r$ on each edge. Insert $e^{-mr}/r=4\pi\int\frac{d^3k}{(2\pi)^3}\frac{e^{i\mathbf k\cdot\mathbf r}}{k^2+m^2}$. The three position integrals impose momentum conservation. It is solved by giving each face a vector $\mathbf k_i$ and each edge the difference of the vectors of its two faces, because the three differences around a vertex sum to zero. Label the faces $0=(AB1)$, $1=(AB2)$, $2=(B12)$, $3=(A12)$. The squared exponents of the shared edges are

$$M_{01}=t^2,\quad M_{02}=b^2,\quad M_{03}=a^2,\quad M_{12}=q^2,\quad M_{13}=p^2,\quad M_{23}=c^2 .$$

With $s_{ij}=(\mathbf k_i-\mathbf k_j)^2$, $\mathcal D_{ij}=s_{ij}+M_{ij}$ and $\mathbf k_1=0$, $g$ is a constant times $\int d^3k_0\,d^3k_2\,d^3k_3\prod\mathcal D_{ij}^{-1}$. Let $G(m^+)$ be the integral with the denominator of edge $m$ squared and $G(m^+,n^-)$ the one in which that of edge $n$ is also removed. Squaring is $-\partial/\partial m^2$, which turns $e^{-mr}/r$ into $e^{-mr}/2m$. Removal turns it into $4\pi\delta^3(\mathbf r)$, which contracts the edge and cancels one measure $d^3r/4\pi$.

The field $(\mathbf k_0-\mathbf k_i)\prod\mathcal D^{-1}$ falls as $k_0^{-5}$, so its divergence in $\mathbf k_0$ integrates to zero. The divergence of the vector gives $3g$. The gradient of $\mathcal D_{0m}^{-1}$ gives the factor $-(s_{0m}+s_{0i}-s_{mi})/\mathcal D_{0m}$, by the cosine rule for $2(\mathbf k_0-\mathbf k_m)\cdot(\mathbf k_0-\mathbf k_i)$. Put $s=\mathcal D-M$. The term $m=i$ gives $-2g+2M_{0i}G(0i^+)$. Each of the two terms $m\ne i$ gives $-g-G(0m^+,0i^-)+G(0m^+,mi^-)+A_{im}G(0m^+)$ with $A_{im}=M_{0i}+M_{0m}-M_{im}$. Since $3-2-1-1=-1$,

$$\sum_mA_{im}G(0m^+)=g+L_i,\qquad L_i=\sum_{m\ne i}\big[G(0m^+,0i^-)-G(0m^+,mi^-)\big],\tag1$$

with $A_{ii}=2M_{0i}$. With $\delta_a=a^2-p^2$, $\delta_b=b^2-q^2$, $\nu=a^2+b^2-c^2$, the symmetric matrix has $A_{11}=2t^2$, $A_{22}=2b^2$, $A_{33}=2a^2$, $A_{12}=t^2+\delta_b$, $A_{13}=t^2+\delta_a$, $A_{23}=\nu$. Its first-row cofactors are

$$C_1=4a^2b^2-\nu^2,\quad C_2=\nu(t^2+\delta_a)-2a^2(t^2+\delta_b),\quad C_3=\nu(t^2+\delta_b)-2b^2(t^2+\delta_a).$$

Define $\sigma=-\frac12\det A$. Expanding along the first row,

$$\sigma=-t^2C_1+a^2(t^2+\delta_b)^2+b^2(t^2+\delta_a)^2-\nu(t^2+\delta_a)(t^2+\delta_b)=\sigma_4t^4+\sigma_2t^2+\sigma_0 .$$

The $t^4$ coefficient is $a^2+b^2-\nu=c^2$. In the $t^2$ coefficient, $-C_1=(a^2-b^2)^2-2c^2(a^2+b^2)+c^4$, the rest is $2a^2\delta_b+2b^2\delta_a-\nu(\delta_a+\delta_b)=(a^2-b^2)(\delta_b-\delta_a)+c^2(\delta_a+\delta_b)$, and $a^2-b^2+\delta_b-\delta_a=p^2-q^2$. The constant is $a^2\delta_b^2+b^2\delta_a^2-\nu\delta_a\delta_b=c^2\delta_a\delta_b+(\delta_a-\delta_b)(b^2\delta_a-a^2\delta_b)$. Therefore

$$\sigma_4=c^2,\qquad\sigma_2=c^2(c^2-a^2-b^2-p^2-q^2)+(a^2-b^2)(p^2-q^2),$$
$$\sigma_0=c^2(a^2-p^2)(b^2-q^2)+(a^2-b^2-p^2+q^2)(a^2q^2-b^2p^2).$$

With $a^2-b^2=4uy$, $p^2-q^2=4wx$, $aq-bp=2(wy-ux)$ and $aq+bp=2(uw-xy)$, the parts free of $c$ are $16uwxy$ in $\sigma_2$ and $16(wx-uy)(ux-wy)(uw-xy)$ in $\sigma_0$.

Multiply row $i$ of (1) by $C_i$ and sum. The cofactors annihilate the second and third columns, so $\det A\;G(t^+)=g\sum C_i+\sum C_iL_i$. The variable $t^2$ enters $A_{11}$ with coefficient 2 and $A_{12},A_{21},A_{13},A_{31}$ with coefficient 1, so $\partial\det A/\partial t^2=2\sum C_i$ and $\sum C_i=-\sigma'/2t$. With $G(t^+)=-g'/2t$,

$$\sigma g'+\tfrac12\sigma'g=t\sum_iC_iL_i .\tag2$$

## The contracted integrals

Two one-electron integrals occur. The first is a convolution, with transform $[(k^2+\beta^2)^{-1}-(k^2+\alpha^2)^{-1}]/(\alpha^2-\beta^2)$ by partial fractions:

$$Y(\alpha,\beta)=\int\!\frac{d^3r}{4\pi}\frac{e^{-\alpha r_A-\beta r_B}}{r_Ar_B}=\frac{e^{-\beta R}-e^{-\alpha R}}{R(\alpha^2-\beta^2)} .$$

The second has one more inverse power of $r_B$, supplied by integrating over the exponent:

$$H(\alpha;\beta)=R\!\int\!\frac{d^3r}{4\pi}\frac{e^{-\alpha r_A-\beta r_B}}{r_Ar_B^2}=\frac1{2\alpha}\int_\beta^\infty\!d\beta'\,\big(e^{-\alpha R}-e^{-\beta'R}\big)\Big[\frac1{\beta'-\alpha}-\frac1{\beta'+\alpha}\Big].$$

Let $\mathrm{Ein}(z)=\int_0^z(1-e^{-s})\,ds/s$, an entire function equal to $\gamma+\ln z+E_1(z)$ for $z>0$ and to $\gamma+\ln|z|-\mathrm{Ei}(-z)$ for $z<0$. With an upper cutoff $\Lambda\to\infty$ the first piece is $e^{-\alpha R}[\gamma+\ln\Lambda R-\mathrm{Ein}((\beta-\alpha)R)]$ and the subtracted piece is $e^{-\alpha R}\ln\frac{\Lambda}{\alpha+\beta}-e^{\alpha R}E_1((\alpha+\beta)R)$. The cutoff cancels, and $H=(U+V)/2\alpha$ with

$$U=e^{\alpha R}E_1((\alpha+\beta)R),\qquad V=e^{-\alpha R}\big[\gamma+\ln((\alpha+\beta)R)-\mathrm{Ein}((\beta-\alpha)R)\big].$$

From $E_1'(z)=-e^{-z}/z$ and $\mathrm{Ein}'(z)=(1-e^{-z})/z$ follow $(D-\alpha)U=-\epsilon_\beta$ and $(D+\alpha)V=\epsilon_\beta$. Adding them gives $H'=(U-V)/2$, and a second derivative gives $H''-\alpha^2H=-\epsilon_\beta$. Transforming under the $\beta'$ integral,

$$\hat H(T)=\int_\beta^\infty\!\frac{d\beta'}{(T+\alpha)(T+\beta')(\beta'+\alpha)}=\frac{1}{T^2-\alpha^2}\ln\frac{T+\beta}{\alpha+\beta}\equiv\Gamma(T,\alpha,\beta),$$

and the Frullani integral gives $\hat Y(T)=\Gamma(\alpha,\beta,T)$.

Each term of $L_i$ carries the measure $R^2dR$ and the factor $e^{-tR}/R$, or $e^{-tR}/2t$ if $t$ is raised. Define $K_1=e^{-aR}H(p;q+c)$, $K_2=e^{-pR}H(a;b+c)$, $K_3=H(a+p;b+q)$.

- $b^-$ puts electron 1 on $B$. Then $r_{1A}=R$, $r_{12}=r_{2B}$, and the $\mathbf r_2$ integral is $H(p;q+c)/R$. Hence $G(t^+,b^-)=\hat K_1/2t$ and $G(a^+,b^-)=\hat K_1/2a$.
- $q^-$ puts electron 2 on $B$. Then $G(t^+,q^-)=\hat K_2/2t$. Raising $b$ removes one $1/r_{1B}$, so $G(b^+,q^-)$ is the transform of $e^{-pR}Y(a,b+c)/2b$.
- $p^-$ puts electron 2 on $A$, and $G(a^+,p^-)$ is the transform of $e^{-qR}Y(a+c,b)/2a$.
- $c^-$ joins the electrons, and $G(a^+,c^-)=\hat K_3/2a$.
- $t^-$ joins the nuclei. The $\mathbf r_2$ integral is $H(c;p+q)/r_1$, so $G(b^+,t^-)+G(a^+,t^-)=\kappa_0=(\frac1{2a}+\frac1{2b})\Gamma(a+b,c,p+q)$, independent of $t$.

With $N=e^{-pR}Y(a,b+c)/2b+e^{-qR}Y(a+c,b)/2a$,

$$L_1=\kappa_0-\hat N,\qquad tL_2=\frac{t+a}{2a}\hat K_1-\frac12\hat K_2-\frac{t}{2a}\hat K_3 ,$$

and $L_3$, like $C_3$, follows from the exchange $A\leftrightarrow B$, that is $a\leftrightarrow b$, $p\leftrightarrow q$.

## The equation in $R$

Divide (2) by $t^4$. Every term is then $t^{-k}$, $k\ge0$, times the transform of a function integrable at $R=0$, with $g'=-\widehat{Rf}$, and $t^{-k}$ is $k$-fold integration from $0$. The term $C_1\kappa_0/t^3$ is the transform of $C_1\kappa_0R^2/2$. Continuous functions with equal transforms are equal. Four derivatives at $R>0$ remove the $R^2$ term and replace each $t^j$ in (2) by $D^j$. On the left,

$$t^4g'+2t^3g\to-(Rf)''''+2f'''=-(Rf'')'',\qquad t^2g'+tg\to-(Rf)''+f'=-(Rf')',$$

because $(Rf)''''=Rf''''+4f'''$ and $(Rf'')''=Rf''''+2f'''$. This gives Pachucki's equation,

$$\big[\sigma_4D^2RD^2+\sigma_2DRD+\sigma_0R\big]f=F,\tag3$$
$$-F=-C_1DN+C_2(D)\Big[\frac{D+a}{2a}K_1-\frac12K_2-\frac{D}{2a}K_3\Big]+\big[\text{second term, }A\leftrightarrow B\big].$$

Each $K$ term has the form $Q(D)e^{-\kappa R}H=e^{-\kappa R}Q(D-\kappa)H$ with $Q$ at most cubic. Divide: $Q(s-\kappa)=Q_0+Q_1s+(s^2-\alpha^2)W(s)$, where $W=q_3s+q_2$ holds the two leading coefficients in $s$. Then $Q_0H+Q_1H'=[(Q_0+\alpha Q_1)U+(Q_0-\alpha Q_1)V]/2\alpha$, and $Q_0\pm\alpha Q_1=Q(\pm\alpha-\kappa)$, so

$$Q(D)e^{-\kappa R}H=\frac{e^{-\kappa R}}{2\alpha}\big[Q(\alpha-\kappa)U+Q(-\alpha-\kappa)V\big]-W(D+\kappa)\,\epsilon_{\beta+\kappa}.$$

The polynomial $C_2$ is even in $t$ and is needed at $t=p\pm a$, where $t^2+\delta_a=2a(a\pm p)$ and $t^2+\delta_b=a^2+b^2+p^2-q^2\pm2ap$:

$$C_2(p\pm a)=2a\big[\nu(a\pm p)-a(a^2+b^2+p^2-q^2)\mp2a^2p\big]=-4a\lambda_A^\pm,$$
$$\lambda_A^\pm=\tfrac12\big[a(c^2+p^2-q^2)\pm p(c^2+a^2-b^2)\big].$$

For $K_1$ ($\alpha=p$, $\kappa=a$) the factor $t+a$ equals $\pm p$, and the coefficients of $U$ and $V$ are $-\lambda_A^-$ and $\lambda_A^+$. For $K_2$ ($\alpha=a$, $\kappa=p$) they are $\lambda_A^-$ and $\lambda_A^+$. For $K_3$ ($\alpha=a+p$, $\kappa=0$) they are $\lambda_A^+$ and $-\lambda_A^+$. The three $V$ terms share $e^{-(a+p)R}$. With $\Sigma=a+b+p+q$, the functions multiplying $\lambda_A^+$ and $\lambda_A^-$ are

$$S_A=e^{(a+p)R}E_1(\Sigma R)+e^{-(a+p)R}\Big[\gamma+\ln\frac{(a+b+c)(p+q+c)R}{\Sigma}-\mathrm{Ein}((q+c-p)R)-\mathrm{Ein}((b+c-a)R)+\mathrm{Ein}((b+q-a-p)R)\Big],$$
$$T_A=e^{(a-p)R}E_1((a+b+c)R)-e^{(p-a)R}E_1((p+q+c)R).$$

For the elementary part let $n_A=b^2-a^2-c^2$ and $n_B=a^2-b^2-c^2$ be the $t^2$ coefficients of $C_2$ and $C_3$, so that $n_A+n_B=-2c^2$. For $K_1$, $Q=s[n_A(s-a)^2+\text{const}]/2a$ gives $W=n_A(s-2a)/2a$ and the contribution $-n_A\frac{D-a}{2a}\epsilon_{a+q+c}$. For $K_2$, $W=-n_A/2$ gives $\frac{n_A}2\epsilon_{b+p+c}$. For $K_3$, $W=-n_As/2a$ gives $\frac{n_A}{2a}D\epsilon_{b+q}$. The exchanged $K_2$ gives $\frac{n_B}2\epsilon_{a+q+c}$. As a difference of squares, $C_1=(c-a+b)(c+a-b)(a+b-c)(a+b+c)$. The denominator of $Y(a+c,b)$ is $(a+c-b)(a+b+c)$, which leaves $(c-a+b)(a+b-c)=b^2-(a-c)^2=n_A+2ac$. That of $Y(a,b+c)$ is $-(c-a+b)(a+b+c)$, which leaves $-(n_B+2bc)$. Hence

$$-C_1DN=\frac{n_A+2ac}{2a}D(\epsilon_{a+q+c}-\epsilon_{b+q})+\frac{n_B+2bc}{2b}D(\epsilon_{b+p+c}-\epsilon_{a+p}).$$

The operator on $\epsilon_{a+q+c}$ sums to $cD+\frac12(n_A+n_B)=c(D-c)$, that on $\epsilon_{b+q}$ to $-cD$, and the other two follow by exchange. The poles in $1/a$ and $1/b$ have cancelled. Restoring the sign and using $D\epsilon_\kappa=-(R^{-2}+\kappa R^{-1})e^{-\kappa R}$,

$$F=F_{\rm el}-\lambda_A^+S_A-\lambda_A^-T_A-\lambda_B^+S_B-\lambda_B^-T_B,\tag4$$
$$F_{\rm el}=c\!\!\sum_{\kappa=a+q+c,\;b+p+c}\!\Big(\frac1{R^2}+\frac{\kappa+c}R\Big)e^{-\kappa R}-c\!\!\sum_{\kappa=a+p,\;b+q}\!\Big(\frac1{R^2}+\frac\kappa R\Big)e^{-\kappa R}.$$

Exchanging the electrons ($a\leftrightarrow p$, $b\leftrightarrow q$) leaves $\lambda^+$, $S$ and $F_{\rm el}$ unchanged and reverses both $\lambda^-$ and $T$, so the symmetry broken by the choice of face $0$ is restored. As $R\to0$ the divergent $\ln R$ terms cancel within $S$ and $T$, which stay finite (terms $-2(a+p)R\ln R$ in $S_A$ and $-2(a-p)R\ln R$ in $T_A$ remain), the $R^{-2}$ terms cancel in $F_{\rm el}$, and $RF\to2c^2$. Since $D^2RD^2(R^2\ln R)=2/R$, $f$ contains $R^2\ln R$ with coefficient 1, and a plain power series at $R=0$ fails. At small $R$ the code should expand the exponentials of $F_{\rm el}$ to avoid the cancellation, and at small $|z|$ sum $\mathrm{Ein}$ from its power series.

## A representation for reference values and limits

Write each factor as $e^{-mr}/r=\pi^{-1/2}\int d\ln g\;g^{1/2}e^{-gr^2-m^2/4g}$, with one $g_m$ per edge. The Gaussian integral over both electrons is $(\pi^2/\Delta)^{3/2}e^{-\varkappa R^2}$, where $\Delta=(g_a+g_b)(g_p+g_q)+g_c(g_a+g_b+g_p+g_q)$ is the determinant of the quadratic form. Its minimum over the electron positions is $\varkappa R^2$, with $\varkappa\Delta=g_ag_b(g_p+g_q)+g_pg_q(g_a+g_b)+g_c(g_a+g_p)(g_b+g_q)$. Let $\mu=\sum m^2/4g_m$. A common scale $\ell$ of all $g_m$ contributes $\int d\ell\,\ell^{-3/2}e^{-\varkappa R^2\ell-\mu/\ell}=\sqrt{\pi/\mu}\,e^{-R\Phi}$ with $\Phi=2\sqrt{\varkappa\mu}$. The constants are $\pi^{-5/2}\pi^3\pi^{1/2}/16\pi^2$, so with $g_a=1$

$$f=\frac{R}{16\pi}\int d^4\!\ln g\;\,\omega\,e^{-R\Phi},\qquad\omega=\Delta^{-3/2}\mu^{-1/2}\prod g_m^{1/2}.\tag5$$

Derivatives in $R$ insert powers of $-\Phi$, and $g(t)$ replaces $Re^{-R\Phi}$ by $(t+\Phi)^{-2}$. Both $\mu$ and $\Phi$ grow with $c$, and $\Phi^ke^{-R\Phi}\le\text{const}\cdot e^{-R\Phi/2}$, so dominated convergence makes $f$ and its $R$ derivatives continuous as $c\to0$ at fixed $R>0$. Equations (3) and (4) therefore hold at $c=0$. There $\sigma_4=0$, and (3) is of second order when $xy\ne0$. For $x=0$, $y\ne0$ it is algebraic, $f=F/\sigma_0R$ with $\sigma_0=16u^2w^2y^2$, which loses digits as $y\to0$.

## The James-Coolidge case

At $x=y=c=0$ all of $\sigma_4,\sigma_2,\sigma_0,F$ vanish and (3) is empty. At $x=y=0$ each has the factor $c^2$, which must be divided out first. With $s=u+w$ and $d=u-w$,

$$\sigma/c^2\to\tilde\sigma=t^4-2(u^2+w^2)t^2+(u^2-w^2)^2=(t^2-s^2)(t^2-d^2),$$

and $\lambda_{A,B}^+=c^2s/2$, $\lambda_{A,B}^-=c^2d/2$. To first order in $c$, $(R^{-2}+\frac{s+2c}R)e^{-cR}-(R^{-2}+\frac sR)=c(\frac1R-s)$, and this occurs twice in $F_{\rm el}$. The $\mathrm{Ein}$ terms vanish. Define

$$\phi_1=e^{-sR}\Big[\gamma+\ln\frac{2uwR}s\Big],\quad\phi_2=e^{dR}E_1(2uR),\quad\phi_3=e^{-dR}E_1(2wR),\quad\phi_4=e^{sR}E_1(2sR).$$

Then $S\to\phi_1+\phi_4$, $T\to\phi_2-\phi_3$, and since $D^2RD^2=RD^4+2D^3$ and $DRD=RD^2+D$,

$$\big[R\,\tilde\sigma(D)+\tfrac12\tilde\sigma'(D)\big]f=F_0=2\Big(\frac1R-s\Big)e^{-sR}-s(\phi_1+\phi_4)-d(\phi_2-\phi_3).\tag6$$

Each $\phi_i$ obeys $(D-t_i)\phi_i=\eta_i\epsilon_s$ with $t_i=-s,d,-d,s$ and $\eta_i=+1,-1,-1,-1$. Hence $D^n\phi_i=t_i^n\phi_i+\eta_i\sum_{j=0}^{n-1}t_i^jD^{n-1-j}\epsilon_s$. Try $f=\sum c_i\phi_i$. The $t_i$ are the roots of $\tilde\sigma$, so the non-elementary part of the left side is $\sum c_i\frac12\tilde\sigma'(t_i)\phi_i$. From $\frac12\tilde\sigma'=t(2t^2-s^2-d^2)$ and $s^2-d^2=4uw$ the values are $-4uws,\,-4uwd,\,4uwd,\,4uws$. Matching $F_0$ gives $4uw\,c_i=1,1,1,-1$; for $d=0$ the same values solve the equation. The signs $4uw\,c_i\eta_i$ are $+,-,-,+$, so the weighted sum of $t_i^j$ is $0$ for $j=0,1,3$ and $2(s^2-d^2)=8uw$ for $j=2$. The elementary part then comes from $RD^4$ and $2D^3$ alone and equals $2RD\epsilon_s+4\epsilon_s=2(\frac1R-s)e^{-sR}$, as (6) requires. The candidate is

$$4uw\,f=e^{-sR}\Big[\gamma+\ln\frac{2uwR}{s}\Big]+e^{dR}E_1(2uR)+e^{-dR}E_1(2wR)-e^{sR}E_1(2sR),\tag7$$

where $E_1(z)=-\mathrm{Ei}(-z)$.

It remains to exclude a homogeneous solution $h$. With $E_1(z)=-\gamma-\ln z+z+\dots$, the order $R^0$ of (7) is $\ln\frac{2uwR}s-\ln2uR-\ln2wR+\ln2sR=0$, the four $\gamma$ cancelling. The order $R$ is $s\ln\frac{s^2}{uw}-d\ln\frac uw+2u+2w-2s$, so (7) vanishes at $R=0$ with the finite slope

$$I_0=\frac1{2u}\ln\frac sw+\frac1{2w}\ln\frac su .$$

The integral also has $f(0)=0$, and (5) gives $f'\to I(0)$, which is finite. It decays exponentially because $r_A+r_B\ge R$ for each electron, and so does every $\phi_i$. The difference $h$ inherits the three properties. Since $D^2RD^2R^k=k(k-1)^2(k-2)R^{k-3}$, the indicial exponents are $0,1,1,2$, and the recurrence moves in even steps, $DRD$ linking $k$ to $k+2$ and $R$ linking $k$ to $k+4$, with a nonzero indicial factor for $k\ge3$. The solutions start as $1$, $R\ln R$, $R$, $R^2$. The first two are excluded and the last two are power series, $h=h_1R+h_2R^2+\dots$. The transforms are $\widehat{Rh}=-\hat h'$, $\widehat{(Rh')'}=-t(t\hat h)'$ and $\widehat{(Rh'')''}=-t^2(t^2\hat h)'-2h_2$, so $\tilde\sigma\hat h'+\frac12\tilde\sigma'\hat h=-2h_2$, and decay makes $\hat h$ analytic for $t\ge0$. On $|d|<t<s$, where $\tilde\sigma<0$, this reads $(|\tilde\sigma|^{1/2}\hat h)'=2h_2|\tilde\sigma|^{-1/2}$. The bracket vanishes at both ends, so for $d\neq0$ the integral of the right side vanishes and $h_2=0$; for $d=0$, setting $t=0$ gives $h_2=0$ directly. Then $|\tilde\sigma|^{1/2}\hat h$ is a constant equal to zero, $h=0$, and (7) is the integral, with $I(0)=I_0$.

Since $Y(u,u)=e^{-uR}/2u$, the Coulomb energy of the two normalized densities proportional to $e^{-u(r_A+r_B)}/r_Ar_B$ and $e^{-w(r_A+r_B)}/r_Ar_B$ is $J=4uw\,e^{sR}f/R$. Derivatives of (7) in $u$ and $w$ insert $-(r_{1A}+r_{1B})$ and $-(r_{2A}+r_{2B})$. Powers of $r_{1A}-r_{1B}$ on one electron alone also follow from (7). In spheroidal coordinates $\xi=(r_A+r_B)/R$, $\eta=(r_A-r_B)/R$ one has $d^3r/r_Ar_B=\frac R2\,d\xi\,d\eta\,d\varphi$, so at $x=0$ electron 2 is uniform in $\eta_2$ and $\varphi_2$. The average of $1/r_{12}$ over these keeps only the lowest term of the Neumann expansion, $\frac1R\ln\frac{\xi_>+1}{\xi_>-1}$, which is free of $\eta_1$. Hence $(r_{1A}-r_{1B})^k$ multiplies $f$ by $R^k/(k+1)$ for even $k$ and by zero for odd $k$, and for $x=c=0$, $y\ne0$ the integral is (7) times $\sinh(yR)/yR$. One factor $r_{12}$ cancels $1/r_{12}$ and leaves $R\,Y(u,u)Y(w,w)=Re^{-sR}/4uw$. Powers of $r_{iA}-r_{iB}$ on both electrons together need mixed derivatives in $x$ and $y$, which (7) does not contain.

## Worked example

The parameters are round model values: $a,b,p,q,c=1.2,\,0.8,\,0.7,\,1.0,\,0.5$ bohr$^{-1}$ and $R=1.5$ bohr. Left sides come from (5) by the trapezoid rule in the four logarithms, right sides from the closed forms. The coefficients are $\sigma_4=0.25$ bohr$^{-2}$, $\sigma_2=-1.238$ bohr$^{-4}$, $\sigma_0=1.390084$ bohr$^{-6}$.

At $t=0.9$ bohr$^{-1}$ the quadrature gives $g=0.03582525$ bohr$^3$. The $\Gamma$ logarithms give $L_i=0.003407092,\,0.001633891,\,0.03266272$ bohr$^3$, and $C_i=0.3375,\,1.9248,\,-1.4293$ bohr$^{-4}$. The right side of (2) is $0.9\,(0.3375L_1+1.9248L_2-1.4293L_3)=-0.03815102$ bohr$^{-2}$, and the left side has the same digits.

For (3), $f=0.01440066$ bohr$^2$, and $f',f'',f''',f''''$ are $-0.02362025,\ 0.03518214,\ -0.04032593,\ -0.00044134$ in the matching powers of bohr. The three terms, in bohr$^{-3}$, are

$$0.25\,[1.5(-0.00044134)+2(-0.04032593)]=-0.02032847,$$
$$-1.238\,[1.5(0.03518214)-0.02362025]=-0.03609136,$$
$$1.390084\times1.5\times0.01440066=0.0300272,$$

with sum $-0.0263926$. In (4), $\lambda_A^\pm=0.2115,\,-0.5235$ and $\lambda_B^\pm=0.029,\,0.579$ bohr$^{-3}$, so

$$F=-0.02973837-0.2115(0.01975643)+0.5235(0.00662522)-0.029(0.02526352)+0.579(0.00827042)=-0.0263926,$$

where the first number is $F_{\rm el}$ and the brackets are $S_A$, $T_A$, $S_B$, $-T_B$. With $c=0$ and the rest unchanged, $\sigma_2=-0.408$, $\sigma_0=1.475584$, both sides equal $0.04005626$ bohr$^{-3}$, and $f=0.02430164$ bohr$^2$, larger because the factor $e^{-cr_{12}}\le1$ is absent.

For the James-Coolidge case take $u=1.0$, $w=0.6$ bohr$^{-1}$, so $s=1.6$, $d=0.4$, at the same $R$. Then $E_1(2uR),E_1(2wR),E_1(2sR)=0.01304838,\,0.06471313,\,0.001452994$ and $\gamma+\ln(2uwR/s)=0.6949987$. Equation (7) gives

$$f=\frac{0.06304886+0.02377570+0.03551532-0.01601661}{4\times1.0\times0.6}=0.04430136\ \text{bohr}^2,$$

the value that (5) also gives. The operator $D^2RD^2-2.72\,DRD+0.4096\,R$ on the quadrature yields $-0.2462503-0.0721175+0.0272188=-0.291149$ bohr$^{-1}$, equal to $F_0$. The slope at the origin is $I_0=0.8820843$ bohr, and the Coulomb energy of the two model densities is $J=0.78135$ hartree $=21.262$ eV.

Numerical values quoted here were computed with a short program.
